# Weighted term means and the configuration average for p², p³, d²: a program that tests the result

```python
"""
Result under test: for a shell l^N (one configuration, no spin-orbit coupling)
the (2L+1)(2S+1)-weighted mean of the term interaction energies equals
    N(N-1)/2 * [F0 - sum_{k=2,4..2l} a_k F^k / (4l+1)],
    a_k = (2l+1)/2 * integral of P_l(x)^2 P_k(x) over -1..1.
F^k: Slater integrals.  c^k(m,m') = <l m| C_{k,m-m'} |l m'>, where C_kq is
sqrt(4 pi/(2k+1)) Y_kq.  Spin orbitals are (m, s) with s = +1 or -1 (twice m_s).
The constant one-electron energy N*I is omitted throughout.
"""
from fractions import Fraction
from itertools import combinations
from math import comb, factorial, sqrt

import numpy as np
import sympy as sp
from scipy.special import lpmv

NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)
LETTER = "SPDFGHIK"
SCALE = {1: [25], 2: [49, 441]}          # display denominators for F2, F4
SLATER = {1: [15.0, 7.5], 2: [20.0, 9.8, 6.3]}   # model F0, F2, F4 in eV


def theta_part(l, m, x):
    """Normalized polar factor of Y_lm (Condon-Shortley phase)."""
    n = abs(m)
    norm = sqrt((2*l + 1) / 2 * factorial(l - n) / factorial(l + n))
    value = norm * lpmv(n, l, x)
    return value if m >= 0 else (-1)**n * value


def angular_table(l, k):
    """Matrix c^k(m,m') by quadrature; row and column index is m + l."""
    table = np.zeros((2*l + 1, 2*l + 1))
    for m in range(-l, l + 1):
        for mp in range(-l, l + 1):
            if abs(m - mp) <= k:
                f = (theta_part(l, m, NODES) * theta_part(k, m - mp, NODES)
                     * theta_part(l, mp, NODES))
                table[m + l, mp + l] = sqrt(2 / (2*k + 1)) * (WEIGHTS @ f)
    return table


def rational(value):
    """Nearby simple fraction, accepted only if it agrees to 1e-10."""
    result = Fraction(float(value)).limit_denominator(2000)
    assert abs(float(result) - float(value)) < 1e-10
    return result


def legendre_coefficient(l, k):
    x = sp.symbols("x")
    integrand = sp.expand(sp.legendre(l, x)**2 * sp.legendre(k, x))
    a = sp.Rational(2*l + 1, 2) * sp.integrate(integrand, (x, -1, 1))
    return Fraction(int(a.p), int(a.q))


def shell(l, n):
    orbitals = [(m, s) for m in range(l, -l - 1, -1) for s in (1, -1)]
    dets = list(combinations(range(len(orbitals)), n))
    return orbitals, dets


def one_body_matrix(l, n, element):
    orbitals, dets = shell(l, n)
    index = {d: i for i, d in enumerate(dets)}
    matrix = np.zeros((len(dets), len(dets)))
    for col, det in enumerate(dets):
        for i, b in enumerate(det):
            rest = det[:i] + det[i + 1:]
            for a in range(len(orbitals)):
                value = element(orbitals[a], orbitals[b])
                if a not in rest and value != 0:
                    new = tuple(sorted(rest + (a,)))
                    sign = (-1)**(i + new.index(a))
                    matrix[index[new], col] += sign * value
    return matrix


def two_body_matrix(l, n, table):
    """Matrix of sum over pairs of P_k(cos gamma) between determinants."""
    orbitals, dets = shell(l, n)
    index = {d: i for i, d in enumerate(dets)}

    def direct(a, b, c, d):
        (ma, sa), (mb, sb) = orbitals[a], orbitals[b]
        (mc, sc), (md, sd) = orbitals[c], orbitals[d]
        if sa != sc or sb != sd or ma + mb != mc + md:
            return 0.0
        return table[mc + l, ma + l] * table[mb + l, md + l]

    pairs = list(combinations(range(len(orbitals)), 2))
    elements = {(p, q): direct(*p, *q) - direct(*p, q[1], q[0])
                for p in pairs for q in pairs}
    matrix = np.zeros((len(dets), len(dets)))
    for col, det in enumerate(dets):
        for i, j in combinations(range(n), 2):
            old = (det[i], det[j])
            rest = tuple(o for o in det if o not in old)
            for pair in pairs:
                value = elements[pair, old]
                if value == 0 or pair[0] in rest or pair[1] in rest:
                    continue
                new = tuple(sorted(rest + pair))
                power = i + j + new.index(pair[0]) + new.index(pair[1])
                matrix[index[new], col] += (-1)**power * value
    return matrix


def terms_by_diagonalization(l, n, matrices):
    """Separate terms with L^2 and S^2; return coefficients of F^k, k>0."""
    def raise_l(a, b):
        if a[1] == b[1] and a[0] == b[0] + 1:
            return sqrt(l*(l + 1) - b[0]*(b[0] + 1))
        return 0.0

    def raise_s(a, b):
        return 1.0 if a[0] == b[0] and a[1] == b[1] + 2 else 0.0

    lp, sp_plus = one_body_matrix(l, n, raise_l), one_body_matrix(l, n, raise_s)
    lz = one_body_matrix(l, n, lambda a, b: float(a[0]) if a == b else 0.0)
    sz = one_body_matrix(l, n, lambda a, b: a[1] / 2 if a == b else 0.0)
    l_squared = lp.T @ lp + lz @ lz + lz
    s_squared = sp_plus.T @ sp_plus + sz @ sz + sz
    values, vectors = np.linalg.eigh(l_squared + 100 * s_squared)
    found, total = {}, 0
    for two_s in range(n % 2, n + 1, 2):
        for big_l in range(n*l + 1):
            target = big_l*(big_l + 1) + 25 * two_s*(two_s + 2)
            v = vectors[:, np.abs(values - target) < 1e-7]
            dim = v.shape[1]
            if dim == 0:
                continue
            assert dim == (2*big_l + 1) * (two_s + 1)   # each term occurs once
            coefficients = []
            for matrix in matrices:
                block = v.T @ matrix @ v
                assert np.allclose(block, block[0, 0] * np.eye(dim), atol=1e-10)
                coefficients.append(rational(block[0, 0]))
            found[f"{two_s + 1}{LETTER[big_l]}"] = (dim, coefficients)
            total += dim
    assert total == len(values)
    return found


# Coulomb expansion and addition theorem, against the distance itself
r1, r2, x1, x2, dphi = 0.3, 1.0, 0.35, -0.6, 0.9
cos_gamma = x1*x2 + sqrt((1 - x1**2) * (1 - x2**2)) * np.cos(dphi)
series = sum(r1**k / r2**(k + 1) * 2 / (2*k + 1)
             * sum(theta_part(k, q, x1) * theta_part(k, q, x2) * np.cos(q*dphi)
                   for q in range(-k, k + 1)) for k in range(31))
assert abs(series - 1 / sqrt(r1**2 + r2**2 - 2*r1*r2*cos_gamma)) < 1e-11

# Angular tables, selection rules and the two sum rules
tables, a_coef = {}, {}
for l in (1, 2):
    for k in range(2*l + 4):
        tables[l, k] = angular_table(l, k)
        if k % 2 == 1 or k > 2*l:
            assert np.allclose(tables[l, k], 0, atol=1e-12)
    for k in range(2, 2*l + 1, 2):
        c = tables[l, k]
        a_coef[l, k] = legendre_coefficient(l, k)
        assert abs(np.trace(c)) < 1e-12
        assert abs(np.sum(c**2) - (2*l + 1) * float(a_coef[l, k])) < 1e-12
        assert np.allclose(c**2, (c**2).T)
        assert np.allclose(c**2, c[::-1, ::-1]**2)


def average_coefficients(l, n):
    return [-Fraction(n*(n - 1), 2) * a_coef[l, k] / (4*l + 1)
            for k in range(2, 2*l + 1, 2)]


determinant_log = []


def determinant(l, text):
    """F^k coefficients (k>0) of one determinant: pairs of J minus K."""
    electrons = [(int(w[:-1]), w[-1]) for w in text.split()]
    result = []
    for k in range(2, 2*l + 1, 2):
        c, value = tables[l, k], Fraction(0)
        for (m, s), (mp, t) in combinations(electrons, 2):
            value += rational(c[m + l, m + l] * c[mp + l, mp + l])
            if s == t:
                value -= rational(c[m + l, mp + l]**2)
        result.append(value)
    determinant_log.append((l, len(electrons), text, result))
    return np.array(result, dtype=object)


# Term coefficients from single determinants, block sums and the 1S function
hand = {(1, 2): {}, (1, 3): {}, (2, 2): {}}
h = hand[1, 2]
h["3P"] = determinant(1, "1+ 0+")
h["1D"] = determinant(1, "1+ 1-")
h["1S"] = np.array([a_coef[1, 2]], dtype=object)
h = hand[1, 3]
h["4S"] = determinant(1, "1+ 0+ -1+")
h["2D"] = determinant(1, "1+ 1- 0+")
h["2P"] = (determinant(1, "1+ 1- -1+") + determinant(1, "1+ 0+ 0-")
           - h["2D"])
h = hand[2, 2]
h["3F"] = determinant(2, "2+ 1+")
h["3P"] = determinant(2, "2+ -1+") + determinant(2, "1+ 0+") - h["3F"]
h["1G"] = determinant(2, "2+ 2-")
h["1D"] = (determinant(2, "2+ 0-") + determinant(2, "2- 0+")
           + determinant(2, "1+ 1-") - h["3F"] - h["1G"])
h["1S"] = np.array([a_coef[2, 2], a_coef[2, 4]], dtype=object)


def scaled(l, coefficients):
    numbers = [c * s for c, s in zip(coefficients, SCALE[l])]
    return " ".join(f"{str(v):>5}" for v in numbers)


print("Model F0,F2 for p (eV):", *SLATER[1])
print("Model F0,F2,F4 for d (eV):", *SLATER[2])
for (l, k), a in a_coef.items():
    c, scale = tables[l, k], SCALE[l][k//2 - 1]
    root = round(sqrt(scale))
    diagonal = [f"{m}:{rational(c[m+l, m+l])*root}" for m in range(l, -1, -1)]
    squares = [f"({m},{mp}):{rational(c[m+l, mp+l]**2)*scale}"
               for m in range(l, 0, -1) for mp in range(m - 1, -m - 1, -1)]
    print(f"l={l} k={k}: a_k={a}; c(m,m) in 1/{root}:", *diagonal)
    print(f"  c(m,m')^2 in 1/{scale}:", *squares)
print("Determinants: F2 coeff in 1/25 (p); F2 in 1/49, F4 in 1/441 (d)")
for l, n, text, coefficients in determinant_log:
    print(f"  {'spd'[l]}^{n} |{text}|: {scaled(l, coefficients)}")

for (l, n), by_hand in hand.items():
    ks = list(range(2, 2*l + 1, 2))
    matrices = [two_body_matrix(l, n, tables[l, k]) for k in ks]
    monopole = two_body_matrix(l, n, tables[l, 0])
    size, pairs = len(monopole), n*(n - 1)//2
    assert np.allclose(monopole, pairs * np.eye(size), atol=1e-11)
    terms = terms_by_diagonalization(l, n, matrices)
    assert set(terms) == set(by_hand)
    for name, (_, coefficients) in terms.items():
        assert coefficients == list(by_hand[name])

    # exact rational comparison of the weighted mean with the formula
    sums = [sum(dim * co[i] for dim, co in terms.values())
            for i in range(len(ks))]
    mean = [value / size for value in sums]
    formula = average_coefficients(l, n)
    assert mean == formula
    plain = [sum(co[i] for _, co in terms.values()) / len(terms)
             for i in range(len(ks))]
    assert plain != formula

    f0, higher = SLATER[l][0], SLATER[l][1:]

    def energy(coefficients):
        return pairs*f0 + sum(float(c)*f for c, f in zip(coefficients, higher))

    # complete spectrum of the interaction against hand-derived terms
    hamiltonian = f0*monopole + sum(f*m for f, m in zip(higher, matrices))
    expected = sorted(energy(by_hand[t]) for t in terms
                      for _ in range(terms[t][0]))
    assert np.allclose(np.linalg.eigvalsh(hamiltonian), expected, atol=1e-9)
    weighted = sum(dim*energy(co) for dim, co in terms.values()) / size
    assert abs(weighted - energy(formula)) < 1e-10

    print(f"{'spd'[l]}^{n}: {size} states, {pairs} F0 in every term")
    for name in by_hand:
        dim, co = terms[name]
        print(f"  {name} weight {dim:2d} coeff {scaled(l, co)}"
              f"  E = {energy(co):.4f} eV")
    print("  weighted sum of coeff:", scaled(l, sums))
    print("  weighted mean, full fractions:", *mean)
    print("  formula, full fractions:", *formula)
    print(f"  weighted mean {weighted:.4f} eV, formula {energy(formula):.4f} eV")
    print(f"  unweighted mean of terms {energy(plain):.4f} eV")

# General average formula and pair count on further shells
for l, n in ((1, 4), (1, 5), (2, 3)):
    orbitals, dets = shell(l, n)
    big_m = len(orbitals)
    for pair in combinations(range(big_m), 2):
        count = sum(set(pair) <= set(d) for d in dets)
        assert Fraction(count, len(dets)) == Fraction(n*(n - 1),
                                                      big_m*(big_m - 1))
    assert len(dets) == comb(4*l + 2, n)
    for k, expected in zip(range(2, 2*l + 1, 2), average_coefficients(l, n)):
        matrix = two_body_matrix(l, n, tables[l, k])
        assert abs(np.trace(matrix)/len(dets) - float(expected)) < 1e-11

print("success")
```

It prints:

```
Model F0,F2 for p (eV): 15.0 7.5
Model F0,F2,F4 for d (eV): 20.0 9.8 6.3
l=1 k=2: a_k=2/5; c(m,m) in 1/5: 1:-1 0:2
  c(m,m')^2 in 1/25: (1,0):3 (1,-1):6
l=2 k=2: a_k=2/7; c(m,m) in 1/7: 2:-2 1:1 0:2
  c(m,m')^2 in 1/49: (2,1):6 (2,0):4 (2,-1):0 (2,-2):0 (1,0):1 (1,-1):6
l=2 k=4: a_k=2/7; c(m,m) in 1/21: 2:1 1:-4 0:6
  c(m,m')^2 in 1/441: (2,1):5 (2,0):15 (2,-1):35 (2,-2):70 (1,0):30 (1,-1):40
Determinants: F2 coeff in 1/25 (p); F2 in 1/49, F4 in 1/441 (d)
  p^2 |1+ 0+|:    -5
  p^2 |1+ 1-|:     1
  p^3 |1+ 0+ -1+|:   -15
  p^3 |1+ 1- 0+|:    -6
  p^3 |1+ 1- -1+|:    -3
  p^3 |1+ 0+ 0-|:    -3
  d^2 |2+ 1+|:    -8    -9
  d^2 |2+ -1+|:    -2   -39
  d^2 |1+ 0+|:     1   -54
  d^2 |2+ 2-|:     4     1
  d^2 |2+ 0-|:    -4     6
  d^2 |2- 0+|:    -4     6
  d^2 |1+ 1-|:     1    16
p^2: 15 states, 1 F0 in every term
  3P weight  9 coeff    -5  E = 13.5000 eV
  1D weight  5 coeff     1  E = 15.3000 eV
  1S weight  1 coeff    10  E = 18.0000 eV
  weighted sum of coeff:   -30
  weighted mean, full fractions: -2/25
  formula, full fractions: -2/25
  weighted mean 14.4000 eV, formula 14.4000 eV
  unweighted mean of terms 15.6000 eV
p^3: 20 states, 3 F0 in every term
  4S weight  4 coeff   -15  E = 40.5000 eV
  2D weight 10 coeff    -6  E = 43.2000 eV
  2P weight  6 coeff     0  E = 45.0000 eV
  weighted sum of coeff:  -120
  weighted mean, full fractions: -6/25
  formula, full fractions: -6/25
  weighted mean 43.2000 eV, formula 43.2000 eV
  unweighted mean of terms 42.9000 eV
d^2: 45 states, 1 F0 in every term
  3F weight 21 coeff    -8    -9  E = 18.2714 eV
  3P weight  9 coeff     7   -84  E = 20.2000 eV
  1G weight  9 coeff     4     1  E = 20.8143 eV
  1D weight  5 coeff    -3    36  E = 19.9143 eV
  1S weight  1 coeff    14   126  E = 24.6000 eV
  weighted sum of coeff:   -70  -630
  weighted mean, full fractions: -2/63 -2/63
  formula, full fractions: -2/63 -2/63
  weighted mean 19.4889 eV, formula 19.4889 eV
  unweighted mean of terms 20.7600 eV
success
```
